\section*{Electron survival on an atom leaving a metal at constant speed}

\section{Problem}

An atom moves away from a flat metal surface along the normal. Its distance is $z(t)=z_0+vt$, with constant $v>0$. At $t=0$ one electron occupies an atomic orbital $a$ of energy $\varepsilon_a(t)$, far above the Fermi energy $E_F$. Tunnelling into the metal gives the level the full width
\begin{equation}
\Gamma(z)=\Gamma_0\,e^{-(z-z_0)/\lambda},\qquad \Gamma_0=\Gamma(z_0),
\label{width}
\end{equation}
where ``full width'' means that an atom held at $z$ would lose its electron at the rate $\Gamma(z)/\hbar$.

\begin{enumerate}
\item Estimate by scaling when the electron survives.
\item Find the survival probability $P(t)$ and its limit $P(\infty)$ for a flat, infinitely wide band.
\item State how far above $E_F$ the level must lie, and how a finite band changes the result.
\item Evaluate $P(\infty)$ for neutral caesium leaving clean tungsten with $1$ keV in its normal motion. Take $\Gamma_0=0.5$ eV at $z_0=0.3$ nm and $\lambda=0.1$ nm.
\end{enumerate}

The atom is treated as a classical particle on a given path. One spin channel is kept, and the Coulomb repulsion between two electrons on the atom is omitted. At $t=0$ the atom and the metal are uncorrelated, and the metal is in its equilibrium Fermi sea.

\section{First estimate by scaling}

The width falls appreciably over the distance $\lambda$, so the coupling lasts for a time of order $\lambda/v$. During this time the decay rate is of order $\Gamma_0/\hbar$. The expected number of decay events is therefore of order
\begin{equation}
S=\frac{\Gamma_0\lambda}{\hbar v}.
\label{S}
\end{equation}
For $S\ll1$ the electron mostly stays, with a loss of order $S$. For $S\gg1$ it is mostly lost. The change occurs near the speed $v_*=\Gamma_0\lambda/\hbar$.

A cruder picture gives a definite function. Let the width keep the value $\Gamma_0$ for a time $c\lambda/v$ and then vanish, where $c$ is a number of order one. A constant rate gives exponential decay, hence
\begin{equation}
P_{\rm est}(\infty)=e^{-cS}.
\label{estimate}
\end{equation}
Scaling cannot fix $c$. It also leaves open whether a rate may be used at all when the coupling changes within a few femtoseconds, and whether the motion of $\varepsilon_a(t)$ matters.

\section{Exact solution in the wide-band limit}

\subsection{Equation for the amplitude}

Let the metal states $k$ have energies $\varepsilon_k$. The Hamiltonian is
\begin{equation}
H=\varepsilon_a(t)c_a^\dagger c_a+\sum_k\varepsilon_kc_k^\dagger c_k
+\sum_k\left[V_k(t)c_a^\dagger c_k+V_k^*(t)c_k^\dagger c_a\right].
\end{equation}
It is quadratic, so each operator evolves with one-electron amplitudes. If $U$ is the one-electron evolution operator and $f$ the Fermi function, the uncorrelated initial state gives
\begin{equation}
n_a(t)=|U_{aa}(t)|^2n_a(0)+\sum_kf(\varepsilon_k)|U_{ak}(t)|^2 .
\label{occupation}
\end{equation}
The survival probability is $P=|U_{aa}|^2$. Electrons are identical, so its precise meaning is the difference between the final occupations for an initially full and an initially empty orbital. The sum in (\ref{occupation}) is the refilling from the metal.

To find $U_{aa}$, put one electron on $a$ and write its amplitudes as $a(t)$ and $b_k(t)$, with $a(0)=1$ and $b_k(0)=0$:
\begin{align}
i\hbar\dot a&=\varepsilon_a a+\sum_kV_kb_k,\label{aeq}\\
i\hbar\dot b_k&=\varepsilon_kb_k+V_k^*a.
\end{align}
Multiplying the second equation by $e^{i\varepsilon_kt/\hbar}$ removes its first term on the right. Integration from $0$ to $t$ then gives
\begin{equation}
b_k(t)=-\frac{i}{\hbar}\int_0^t V_k^*(t')e^{-i\varepsilon_k(t-t')/\hbar}a(t')\,dt'.
\end{equation}
Inserted in (\ref{aeq}), this yields
\begin{equation}
i\hbar\dot a=\varepsilon_aa-\frac{i}{\hbar}\int_0^tK(t,t')a(t')\,dt',
\label{memory}
\end{equation}
with $K(t,t')=\sum_kV_k(t)V_k^*(t')e^{-i\varepsilon_k(t-t')/\hbar}$.

\subsection{The wide band removes the memory}

Let all couplings share one real time factor, $V_k(t)=V_kg(t)$ with $g(0)=1$. The width is defined by
\begin{equation}
\Gamma(t)=2\pi\sum_k|V_k(t)|^2\delta(\varepsilon-\varepsilon_k)=\Gamma_0g^2(t),
\end{equation}
so (\ref{width}) requires $g(t)=e^{-vt/2\lambda}$. For a flat band from $-B$ to $B$, the sum over $k$ becomes an integral with weight $\Gamma_0/2\pi$. With $\tau=t-t'$,
\begin{equation}
K=\frac{\Gamma_0}{2\pi}g(t)g(t')\int_{-B}^{B}e^{-i\varepsilon\tau/\hbar}d\varepsilon
=\frac{\hbar\Gamma_0}{\pi}g(t)g(t')\frac{\sin(B\tau/\hbar)}{\tau}.
\label{kernel}
\end{equation}
As $B$ grows, the kernel narrows to a time of order $\hbar/B$. Only $\tau\ge0$ enters (\ref{memory}), and $\int_0^\infty\sin(B\tau/\hbar)\,d\tau/\tau=\pi/2$. Thus
\begin{equation}
\int_0^tK(t,t')a(t')\,dt'\longrightarrow
\frac{\hbar\Gamma_0}{\pi}g^2(t)\frac{\pi}{2}a(t)=\frac{\hbar\Gamma(t)}{2}a(t).
\end{equation}
This is half the weight of the full peak, because the integration ends at its centre. Equation (\ref{memory}) becomes local in time:
\begin{equation}
\dot a=-\left[\frac{i\varepsilon_a(t)}{\hbar}+\frac{\Gamma(t)}{2\hbar}\right]a.
\label{local}
\end{equation}

\subsection{Survival probability}

Since $\dot P=2\,{\rm Re}(a^*\dot a)$ and the term with $\varepsilon_a$ is imaginary,
\begin{equation}
\dot P=-\frac{\Gamma(t)}{\hbar}P .
\end{equation}
The level's path has dropped out. The rate law holds even if the width changes quickly, provided the memory time $\hbar/B$ is shorter still. The level must also stay far from the band edges, and $B$ must be large against $\Gamma_0$ and, for slow atoms, against $\Gamma_0S/2\pi$, as equation (\ref{band}) below shows. The accumulated exponent is
\begin{equation}
\frac1\hbar\int_0^t\Gamma_0e^{-vt'/\lambda}dt'
=\frac{\Gamma_0\lambda}{\hbar v}\left(1-e^{-vt/\lambda}\right).
\end{equation}
With $P(0)=1$ this gives
\begin{equation}
P(t)=\exp\left[-S\left(1-e^{-vt/\lambda}\right)\right],\qquad
P(\infty)=e^{-S}=\exp\left(-\frac{\Gamma_0\lambda}{\hbar v}\right).
\label{result}
\end{equation}
A fast atom keeps its electron, with loss $1-P(\infty)\simeq S\propto1/v$. A slow atom loses it, with a probability of survival that vanishes exponentially in $1/v$. Half the electrons survive when $S=\ln2$, that is, at $v=v_*/\ln2$.

\section{How far above the Fermi energy?}

The refilling follows from the same equation with a source. An electron that starts in metal state $k$ has $a(0)=0$ and adds the term $-(i/\hbar)V_kg(t)e^{-i\varepsilon_kt/\hbar}$ to the right side of (\ref{local}). What enters the orbital at time $t$ survives to the end with amplitude $\exp[-\frac12Se^{-vt/\lambda}]$, since $\int_t^\infty\Gamma\,dt'/\hbar=Se^{-vt/\lambda}$. For a constant level, let $E=\varepsilon_a-\varepsilon_k$. Apart from a phase, the final amplitude is $V_kF/\hbar$, where
\begin{equation}
F=\int_0^\infty h(t)e^{iEt/\hbar}dt,\qquad
h(t)=e^{-vt/2\lambda}\exp\left[-\tfrac12Se^{-vt/\lambda}\right].
\end{equation}
The transfer probability per unit metal energy is therefore $\Gamma_0|F|^2/(2\pi\hbar^2)$.

\subsection{Level high above the sea}

For large $E$, integrate by parts. The upper limit gives nothing because the coupling fades. The lower limit gives
\begin{equation}
F=\frac{i\hbar}{E}h(0)+\frac{i\hbar}{E}\int_0^\infty\dot h\,e^{iEt/\hbar}dt
\simeq\frac{i\hbar}{E}e^{-S/2}.
\end{equation}
Hence $|F|^2\simeq\hbar^2P(\infty)/E^2$. Let the level lie $D$ above $E_F$, and let the occupied band have depth $W$. At zero temperature the refilling is
\begin{equation}
n_{\rm refill}\simeq\frac{P(\infty)\Gamma_0}{2\pi}\int_D^{D+W}\frac{dE}{E^2}
=\frac{P(\infty)\Gamma_0}{2\pi}\left(\frac1D-\frac1{D+W}\right).
\label{refill}
\end{equation}
This term comes from the sudden start at $z_0$. It is smaller than $P(\infty)$ by at least the factor $\Gamma_0/(2\pi D)$. The neglected part of $F$ is relatively small if $\hbar|\dot h(0)|/h(0)=|S-1|\hbar v/(2\lambda)$ is small against $D$, which holds when $D\gg\Gamma_0$ and $D\gg\hbar v/\lambda$.

\subsection{Slow exit}

The start term (\ref{refill}) carries the factor $P(\infty)=e^{-S}$. For $S\gg1$ it can therefore fall below a contribution from the rest of the path. Substitute $x=e^{-vt/\lambda}$, so that $dt=-(\lambda/v)dx/x$, and set $\delta=E\lambda/(\hbar v)$:
\begin{equation}
F=\frac{\lambda}{v}\int_0^1x^{-1/2-i\delta}e^{-Sx/2}dx .
\end{equation}
At fixed $\delta$ and large $S$ the upper limit may be moved to infinity. The integral is then $(S/2)^{-1/2+i\delta}$ times the gamma function of argument $\frac12-i\delta$, whose squared modulus is $\pi/\cosh\pi\delta$. The transfer probability per unit $\delta$ becomes
\begin{equation}
\frac{\Gamma_0}{2\pi\hbar^2}\,\frac{\hbar v}{\lambda}\,\frac{\lambda^2}{v^2}\,
\frac2S\,\frac{\pi}{\cosh\pi\delta}=\frac1{\cosh\pi\delta}.
\label{sech}
\end{equation}
Its integral over all $\delta$ is one: if every metal state were full, the atom would leave with a full orbital. For a sea that begins $D$ below the level, with $D\gg\hbar v/\lambda$ but $D$ well below $\Gamma_0/\pi$, the occupation is
\begin{equation}
\int_{D\lambda/\hbar v}^{\infty}\frac{d\delta}{\cosh\pi\delta}
\simeq\frac2\pi\exp\left(-\frac{\pi D\lambda}{\hbar v}\right).
\end{equation}
The upper limit on $D$ is needed because moving the limit of integration dropped the start term, which is of order $e^{-S}=\exp[-\Gamma_0\lambda/(\hbar v)]$. The exponential above exceeds it only for $\pi D<\Gamma_0$. For a higher level the start term dominates even at slow exit, and for $D\gg\Gamma_0$ it is given by (\ref{refill}).

If the level lies below $E_F$ instead, the integral includes the peak at $\delta=0$ and tends to one as $v\to0$. The survival probability still obeys (\ref{result}), but it no longer describes the charge of the atom. At finite temperature, $D\gg k_BT$ is needed as well.

\section{A band of finite width}

Place a constant level at the band centre, $\varepsilon_a=0$, and keep the first correction in $1/B$. With (\ref{kernel}) and $q=ga$, equation (\ref{memory}) reads
\begin{equation}
\dot a(t)=-\frac{\Gamma_0g(t)}{\pi\hbar}\int_0^tq(t-\tau)\frac{\sin(B\tau/\hbar)}{\tau}d\tau .
\end{equation}
Expand $q(t-\tau)\simeq q(t)-\tau\dot q(t)$. The first term needs $\int_0^t\sin(B\tau/\hbar)d\tau/\tau=\pi/2-R(t)$, where $R(t)=\int_t^\infty\sin(B\tau/\hbar)d\tau/\tau$. The second needs $\int_0^t\sin(B\tau/\hbar)d\tau$, which is $\hbar/B$ plus an oscillation that contributes at higher order after integration over $t$. Therefore
\begin{equation}
\frac{\dot a}{a}\simeq-\frac{\Gamma}{\pi\hbar}\left[\frac\pi2-R(t)-\frac{\hbar}{B}\frac{\dot q}{q}\right],
\qquad \frac{\dot q}{q}\simeq-\frac{v}{2\lambda}-\frac{\Gamma}{2\hbar}.
\end{equation}
Now integrate over all $t$. Exchanging the order of integration gives $\int_0^\infty R\,dt=\int_0^\infty\sin(B\tau/\hbar)d\tau=\hbar/B$, with a convergence factor understood. As $R$ acts near $t=0$, its prefactor is $\Gamma_0$. The other integrals are $\int\Gamma\,dt=\Gamma_0\lambda/v$ and $\int\Gamma^2dt=\Gamma_0^2\lambda/(2v)$. Thus
\begin{equation}
\ln|a(\infty)|\simeq-\frac S2+\frac{\Gamma_0}{\pi B}\left(1-\frac12-\frac S4\right),
\end{equation}
and doubling gives
\begin{equation}
\ln P(\infty)\simeq-S+\frac{\Gamma_0}{\pi B}\left(1-\frac S2\right).
\label{band}
\end{equation}
The three terms in the bracket before doubling come from the delayed onset of decay, the fading of the coupling and the decay of the amplitude during the memory time. The correction vanishes for $B\to\infty$. To this order, which requires $\Gamma_0\ll B$, it raises the survival for $S<2$ and lowers it for $S>2$. For slow atoms it grows as $\Gamma_0S/(2\pi B)$ and need not be small: at $S=10$ and $B=20\,\hbar v/\lambda$, equation (\ref{band}) multiplies $e^{-S}$ by $0.53$, and numerical propagation gives $0.49$.

\section{Caesium leaving tungsten}

The speed follows from $v=\sqrt{2E_\perp/M}$, with $E_\perp=1$ keV and $M=132.905$ atomic mass units:
\begin{equation}
v=3.81\times10^4\ {\rm m/s},\qquad \frac\lambda v=2.62\ {\rm fs},\qquad
\frac{\hbar v}{\lambda}=0.251\ {\rm eV}.
\end{equation}
Hence
\begin{equation}
S=\frac{0.5}{0.251}=1.99,\qquad P(\infty)=e^{-1.99}=0.136 .
\end{equation}
About 14\% of the atoms that are neutral at $z_0$ keep their electron. If only a fraction of all atoms is neutral there, $P(\infty)$ must be multiplied by that fraction to give the share of all atoms that keep their original electron.

The level is high enough for this reading. Take a work function of $5.2$ eV and an ionization energy of $3.9$ eV, both rough. Far away the level lies $5.2-3.9=1.3$ eV above $E_F$. Near the metal the image interaction raises it by $e^2/(4z)$ in Gaussian units, where $z$ is measured from the image plane. At $z_0$ this is $1.2$ eV, so $D=2.5$ eV there. With $W=10$ eV, equation (\ref{refill}) gives
\begin{equation}
n_{\rm refill}\simeq\frac{0.136\times0.5}{2\pi}\left(\frac1{2.5}-\frac1{12.5}\right)=0.0035 .
\end{equation}

The moving level and a finite band can be included by numerical propagation of the one-electron Schr\"odinger equation. For a flat band within $10$ eV of $E_F$, represented by levels $0.05$ eV apart, small unitary time steps give $P=0.136$ and a refilling of $0.0034$ at zero temperature. The unchanged $P$ should not be taken as typical: for a centred level, the correction (\ref{band}) nearly vanishes at $S\simeq2$. At $1500$ K the refilling is $0.0035$. A crude allowance for two spin channels doubles it to $0.007$, still about $5\%$ of $P$.

The parameters are rough, but charge exchange of this kind matters in practice. When a caesium ion beam strikes tungsten, a reflected neutral leaves its original charge in the target and is counted in the beam current although it was not implanted. Its charge state therefore matters for the dose. The value of $14\%$ is not the neutral share of reflected atoms, however, because it assumes an atom that is neutral at $z_0$. Reflected atoms come from closer in, where the width is larger. If (\ref{width}) held from $0.2$ nm outwards, an atom neutral there would have the exponent $1.99\,e=5.4$ and would keep its electron with a probability of only $0.4\%$. The starting distance is thus an important input. The width is uncertain too, since it need not follow one exponential near the surface. A change of $\Gamma_0\lambda$ by $+30\%$ or $-30\%$ moves $P$ to $0.075$ or $0.25$, far more than the refilling does. The real uncertainty may be larger. The simple tunnelling estimate $\lambda\approx\hbar/(2\sqrt{2mI})$, with the electron mass $m$ and a binding energy $I$ of $3.9$ or $2.7$ eV, gives $0.049$ or $0.059$ nm, and at the same $\Gamma_0$ this would raise $P$ to $0.37$ or $0.31$. Slowing by the image force changes the speed by at most $0.06\%$. Adsorbed caesium is a more serious departure from the model, because it lowers the work function. Below $3.9$ eV the distant level lies under $E_F$. Down to about $2.7$ eV the image shift still holds the level above $E_F$ at $z_0$, so the level crosses $E_F$ on the way out. Refilling becomes important once this crossing lies close enough to the surface for the width still to be appreciable. For a still lower work function the level lies under $E_F$ along the whole path, and in this model most atoms with $1$ keV leave neutral through refilling.

\section{Comparison of estimate and solution}

The solution fixes $c=1$ in (\ref{estimate}). The reason is the area under the width: an exponential of decay time $\lambda/v$ has the same area as a constant $\Gamma_0$ lasting for $\lambda/v$, and $P(\infty)$ depends on that area alone in the wide-band limit.

The two pictures differ along the path. At $z_0+\lambda=0.4$ nm the constant-width picture with $c=1$ has finished its decay and gives $0.136$. The solution gives $\exp[-1.99(1-e^{-1})]=0.284$, so about half of the electrons still present there are lost later. At $0.6$ nm the value is $0.150$, close to the final one.

The scaling speed is $v_*=Sv=7.6\times10^4$ m/s. The solution places half survival at $v_*/\ln2=1.10\times10^5$ m/s, or $8.3$ keV of normal energy. With $\Gamma_0$, $z_0$ and $\lambda$ held fixed, $S$ varies as $E_\perp^{-1/2}$:
\begin{center}
\begin{tabular}{ccc}
$E_\perp$ (keV) & $S$ & $P(\infty)$\\
0.1 & 6.30 & 0.0018\\
1 & 1.99 & 0.136\\
10 & 0.63 & 0.53
\end{tabular}
\end{center}
Scaling correctly places the change between mostly lost and mostly kept in the keV range. It cannot supply the probability there: at $1$ keV, $c=0.7$ and $c=1.3$ would give $0.25$ and $0.075$. At $10$ keV the weak-loss form $1-S=0.37$ is still well below $0.53$, since $S$ is not yet small.

Numbers in the example were calculated in double precision.
